Dirac-Coulomb bound-state energies and the sign rule for n_r = 0, part 1

(Sections cited here and not found follow in the second part.)

The Dirac-Coulomb bound states: energies from series termination, and the sign rule for n_r = 0

1. What goes wrong without the result

Take a silver nucleus, Z = 47, holding a single electron. The Schrödinger equation binds the ground state by (Zα)²mc²/2 = 30.055 keV and puts all states of the shell n = 2 at one energy, 7.514 keV below threshold. The Dirac equation for the same point charge binds the ground state by 30.995 keV, so the Schrödinger value is low by 0.94 keV, which is 3.0 % of the Dirac value. It also splits 2p½ from 2p3/2 by 0.239 keV, where the Schrödinger equation has no splitting at all. Adding the first relativistic correction, of order (Zα)⁴, repairs only part of this: it gives a splitting of 0.221 keV, short by about 7 % of the exact one. With Zα = 0.343 the expansion parameter (Zα)² is 0.118, so the series converges, but for the ground state the second term is still 2.9 % of the first and the third 5.9 % of the second; a closed formula sums all orders at once.

The closed formula alone is not enough either. It depends on a radial integer n_r and on the angular quantum number κ only through κ². Read without a further rule, it offers two levels for every pair (n_r, |κ|), one for each sign of κ. The lowest pair would then contain, besides 1s½, a state with l = 1 at the same energy. The first shell would hold four states and the n-th shell 2n² + 2n, and the spectrum would not go over into the Schrödinger one as Zα → 0. The formula has to come with the rule that removes one sign of κ at n_r = 0, and both come out of the same recursion.

2. The statement and its conditions

Units are ħ = m = c = 1: energies in mc², lengths in ħ/mc. The nucleus is a fixed point charge, so V(r) = −a/r with a = Zα > 0. In the standard representation the Hamiltonian H = α·p + β + V acts on ψ = (φ, χ), two two-component spinors, and Hψ = Eψ reads

  σ·p χ = (E − 1 − V) φ,   (1a)
  σ·p φ = (E + 1 − V) χ.   (1b)

For a nonzero integer κ with a < |κ|, put γ = √(κ² − a²), so that 0 < γ < |κ|. The eigenvalues in the gap −1 < E < 1 are exactly

  E = [1 + (a/(n_r + γ))²]^(−1/2),   (2)

with n_r = 0, 1, 2, … for κ < 0 and n_r = 1, 2, 3, … for κ > 0. In ordinary units the right side carries a factor mc². An eigenstate is required to be square integrable and to have a finite expectation value of 1/r; the second demand matters only when γ < ½. The words "negative κ" refer to the sign convention fixed in part 3 and to an attractive potential. For |E| > 1 the radial functions oscillate at large r with wave number √(E² − 1); that region, and the two edges E = ±1, are outside the statement.

3. Spinor harmonics and the sign of κ

With J = L + σ/2 one has J² = L² + σ·L + ¾, so on a two-spinor with definite j and l

  σ·L = j(j+1) − l(l+1) − ¾.

For j = l + ½ this equals (l+½)(l+3/2) − l(l+1) − ¾ = l. For j = l − ½ it equals (l−½)(l+½) − l(l+1) − ¾ = −(l+1). Hence σ·L + 1 has the values l + 1 and −l. The normalised spinor harmonics Ω_κm are labelled by

  (σ·L + 1) Ω_κm = −κ Ω_κm,   (3)

which gives κ = −(l+1) for j = l + ½ and κ = +l for j = l − ½. In both cases |κ| = j + ½, and m takes 2j + 1 = 2|κ| values. The harmonics Ω_κm and Ω_−κm share j and m and have orbital momenta that differ by one.

The operator σ·r̂ connects them. It commutes with J, because [L_i, r̂_j] = iε_ijk r̂_k and [σ_i/2, σ_j] = iε_ijk σ_k give [J_i, σ_j r̂_j] = iε_ijk (σ_j r̂_k + σ_k r̂_j) = 0, the bracket being symmetric in j and k. It is odd under r → −r, so it changes the parity of l, and at fixed j the only other l is the one of Ω_−κm. It is Hermitian and its square is r̂·r̂ = 1, so it preserves the norm. Therefore σ·r̂ Ω_κm is Ω_−κm times a phase. The phase is a matter of choice: for κ < 0 define Ω_−κm as −σ·r̂ Ω_κm. Applying σ·r̂ once more gives the same relation with κ and −κ exchanged, so for both signs

  σ·r̂ Ω_κm = −Ω_−κm.   (4)

For example Ω_(−1,½) = (1, 0)/√(4π) and Ω_(+1,½) = −(cos ϑ, sin ϑ e^(iϕ))/√(4π), with polar angles ϑ, ϕ.

4. The radial equations

The identity (σ·A)(σ·B) = A·B + iσ·(A×B) holds for vector operators that commute with σ. Inserting 1 = (σ·r̂)² in front of σ·p and using r̂·p = −i∂_r and r̂×p = L/r,

  σ·p = σ·r̂ [r̂·p + iσ·(r̂×p)] = −i σ·r̂ (∂_r − σ·L/r).   (5)

Take

  φ = (G(r)/r) Ω_κm,  χ = i (F(r)/r) Ω_−κm.   (6)

On φ, (3) gives σ·L = −(κ+1). Then (∂_r + (κ+1)/r)(G/r) = G′/r − G/r² + (κ+1)G/r² = (G′ + κG/r)/r. The prefactor is −i times the −1 of (4), so

  σ·p φ = i (1/r)(G′ + κG/r) Ω_−κm.

On χ, (3) with κ → −κ gives σ·L = κ − 1. Then (∂_r − (κ−1)/r)(F/r) = (F′ − κF/r)/r. The prefactor is (−i)(i)(−1) = −1, so

  σ·p χ = −(1/r)(F′ − κF/r) Ω_κm.

Equations (1b) and (1a), with −V = a/r, become

  G′ + κG/r = (E + 1 + a/r) F,   (7a)
  F′ − κF/r = −(E − 1 + a/r) G.   (7b)

The factor i in (6) was chosen to make the coefficients real, so G and F can be taken real. Nothing is lost by the form (6). The Ω_κm are complete on the sphere, so any ψ is a sum of terms of this form, and the calculation shows that H maps each term into a term with the same κ and m; each term of an eigenfunction is then an eigenfunction by itself. The norm is ∫(G² + F²) dr. Since κ is defined by the upper spinor, l always means the orbital momentum of G. The program checks (3), (4) and (7) by applying the Cartesian 4×4 operator with finite differences to spinors built from explicit spherical harmonics, for five choices of κ and m and with G, F that solve nothing.

5. Scaled variables and the behaviour at infinity

For −1 < E < 1 define

  λ = √(1 − E²),  ν = √((1 − E)/(1 + E)),  ρ = λr.

Since λ² = (1−E)(1+E), one has (1+E)/λ = 1/ν and (1−E)/λ = ν. Adding and subtracting these,

  1/ν + ν = 2/λ,  1/ν − ν = 2E/λ.   (8)

Dividing (7) by λ, with primes now meaning d/dρ,

  G′ + κG/ρ = (1/ν + a/ρ) F,   (9a)
  F′ − κF/ρ = (ν − a/ρ) G.   (9b)

When the 1/ρ terms are dropped, G′ = F/ν and F′ = νG, so G″ = G. The growing solution e^ρ has F = νG and the decaying solution e^(−ρ) has F = −νG. The combinations

  u = G + F/ν,  v = G − F/ν

therefore measure the growing and the decaying part. Their exact equations are useful. From (9),

  u′ = G′ + F′/ν = (F/ν + G) − (κ/ρ)(G − F/ν) + (a/ρ)(F − G/ν),
  v′ = G′ − F′/ν = (F/ν − G) − (κ/ρ)(G + F/ν) + (a/ρ)(F + G/ν).

With G = (u+v)/2, F = ν(u−v)/2 and (8), F − G/ν = ½(ν − 1/ν)u − ½(ν + 1/ν)v = −(E/λ)u − v/λ, and F + G/ν = ½(ν + 1/ν)u + ½(1/ν − ν)v = u/λ + (E/λ)v. With the abbreviation

  η = aE/λ

the result is

  u′ = (1 − η/ρ) u − (κ + a/λ) v/ρ,   (10a)
  v′ = −(1 − η/ρ) v − (κ − a/λ) u/ρ.   (10b)

As E runs from −1 to 1, E/λ rises strictly from −∞ to +∞ (its derivative is 1/λ³), so η labels the energy one to one.

6. The series and its recursion

Factor out the decaying exponential and a power whose exponent, called γ, is left open for the moment:

  G = e^(−ρ) Σ g_k ρ^(γ+k),  F = e^(−ρ) Σ f_k ρ^(γ+k),  k = 0, 1, 2, …

with (g_0, f_0) ≠ (0, 0) and g_(−1) = f_(−1) = 0. The derivative is G′ = e^(−ρ) Σ g_k [(γ+k) ρ^(γ+k−1) − ρ^(γ+k)], and likewise for F. The coefficient of e^(−ρ) ρ^(γ+k−1) in (9a) and (9b) is

  (γ+k) g_k − g_(k−1) + κ g_k = f_(k−1)/ν + a f_k,
  (γ+k) f_k − f_(k−1) − κ f_k = ν g_(k−1) − a g_k.

Moving the terms of order k to the left, the right sides are g_(k−1) + f_(k−1)/ν and f_(k−1) + ν g_(k−1). The second is ν times the first. With

  s_k = g_k + f_k/ν,

which is the coefficient sequence of u, the recursion is

  (γ + k + κ) g_k − a f_k = s_(k−1),   (11a)
  a g_k + (γ + k − κ) f_k = ν s_(k−1).   (11b)

Each order depends on the previous one through a single number. This is the reward for removing e^(−ρ), and it is why one condition can stop two series.

7. The exponent at the origin

At k = 0 the right sides vanish, and a nonzero solution needs a zero determinant: (γ+κ)(γ−κ) + a² = 0, or

  γ² = κ² − a².   (12)

From here on γ is the positive root. If g_0 were zero, (11a) would force f_0 = 0 because a ≠ 0, so g_0 = 1 may be chosen, and

  f_0 = (γ + κ)/a.   (13)

Since γ < |κ|, f_0 has the sign of κ. This small fact carries the whole sign rule.

The system (9) has two independent solutions, and the second one must be excluded with a reason. For any two solutions the Wronskian W = G₁F₂ − G₂F₁ is constant: differentiating with (9), the terms in κ/ρ give (−κ + κ)W/ρ = 0, the terms in (1/ν + a/ρ) give F₁F₂ − F₂F₁ = 0, and those in (ν − a/ρ) give G₁G₂ − G₂G₁ = 0. Let solution 1 be the series just started, whose convergence is shown in part 8, and let R² = G² + F². Near the origin R₁ ≤ Cρ^γ. For an independent solution W ≠ 0, and the Cauchy-Schwarz inequality |W| ≤ R₁R₂ gives

  R₂² ≥ (W/C)² ρ^(−2γ) near ρ = 0.

This covers every solution that is not a multiple of the first, whether or not a logarithm appears in it. Three cases follow.

For γ ≥ ½ the integral of R₂² diverges at the origin and normalisability alone selects ρ^γ.

For 0 < γ < ½ it does not. The series with γ → −γ exists, because the determinant found in part 8 becomes k(k − 2γ), which is nonzero for 2γ < 1, and ρ^(−2γ) is integrable. The eigenvalue problem then needs a boundary condition at the origin. The integral of R₂²/ρ diverges for every γ > 0, while that of R₁²/ρ converges, so demanding a finite ⟨1/r⟩ selects ρ^γ. A small nucleus of radius R₀ points the same way. The interior solution hands over some ratio F/G at R₀, and the exterior solution A r^γ (1, f₊) + B r^(−γ) (1, f₋) must reproduce it, where f₊ and f₋ are (13) for the two roots. That fixes B R₀^(−γ)/(A R₀^γ) to a finite number unless the ratio happens to equal f₋, so B/A is of order R₀^(2γ) to leading order and vanishes as R₀ → 0. For |κ| = 1 the case γ < ½ means a > √3/2, that is Z > 118.68.

For a > |κ|, which for |κ| = 1 means Z > 137.04, γ is imaginary. Both solutions r^(±i|γ|) have the same size at the origin, neither criterion separates them, the ratio B/A has no limit as R₀ → 0, and (2) has no meaning. The point-charge model has failed and the size of the nucleus has to be kept. The boundary case a = |κ| is excluded as well.

The program builds the ρ^(−γ) series for κ = −1 at E = 0.5, confirms that it solves (9), and integrates R² and R²/ρ over successive decades near the origin. The pure power law predicts factors 10^(2γ−1) and 10^(2γ) for each decade inward. For silver they are 7.563 and 75.63, so both integrals diverge. For the model value a = 0.9, γ = 0.4359, they are 0.744 and 7.44: the norm converges and ⟨1/r⟩ does not.

8. Solving the recursion

For k ≥ 1 the determinant of (11) is

  D_k = (γ+k)² − κ² + a² = γ² + 2γk + k² − γ² = k(2γ + k) > 0,

by (12). Cramer's rule gives

  g_k = (γ + k − κ + aν) s_(k−1)/D_k,   (14a)
  f_k = (ν(γ + k + κ) − a) s_(k−1)/D_k.   (14b)

Form g_k + f_k/ν. The numerators add to (γ + k − κ + aν) + (γ + k + κ − a/ν) = 2(γ+k) − a(1/ν − ν), and by (8) the last term is 2aE/λ = 2η. So for k ≥ 1

  s_k = 2(γ + k − η) s_(k−1) / (k(2γ + k)).   (15)

The quantum number κ has dropped out except through γ. The starting value keeps it:

  s_0 = 1 + (γ + κ)/(aν).   (16)

The ratio in (15) tends to zero like 2/k, so Σ s_k ρ^k converges for all ρ, and by (14) g_k and f_k are s_(k−1) times factors of order 1/k, so the series for G and F converge everywhere too. Multiplying (15) from 1 to k and writing (x)_k = x(x+1)…(x+k−1),

  s_k = s_0 2^k (γ+1−η)_k / (k! (2γ+1)_k),
  S(ρ) = Σ s_k ρ^k = s_0 M(γ+1−η, 2γ+1, 2ρ),   (17)

where M(b, c, z) = Σ (b)_k z^k/((c)_k k!) is Kummer's function, and u = e^(−ρ) ρ^γ S. The program obtains (11) by symbolic substitution for k = 0, 1, 2, verifies (14) and (15) symbolically for general k, and compares the summed series with a direct numerical integration of (9) and with (17) at three energies, none of them an eigenvalue for the κ used with it.

9. A series that does not stop is not normalisable

Suppose no s_k vanishes. For k ≥ 1, the inequality 2(γ+k−η)/(k(2γ+k)) ≥ 3/(2k) is equivalent, after multiplying by 2k(2γ+k), to 4γ + 4k − 4η ≥ 6γ + 3k, that is to k ≥ 2γ + 4η. Let K ≥ 1 be an integer with K ≥ 2γ + 4η. For all k ≥ K the ratio s_k/s_(k−1) is positive and at least 3/(2k). All s_k with k ≥ K − 1 then have one sign, and

  |s_k| ≥ |s_(K−1)| (3/2)^(k−K+1) (K−1)!/k! = C (3/2)^k/k!,  C = |s_(K−1)| (K−1)! (3/2)^(1−K) > 0.

Because the terms share a sign, the tail of S is in modulus at least C Σ_(k≥K) (3ρ/2)^k/k!, which is C e^(3ρ/2) less a polynomial. The first K terms of S are another polynomial. Hence |S(ρ)| ≥ C e^(3ρ/2) − P(ρ) with a polynomial P, and |u| = e^(−ρ) ρ^γ |S| grows without bound. By Cauchy-Schwarz u² ≤ (1 + 1/ν²)(G² + F²), so the norm integral diverges.

The exponent here is only a bound. Any constant strictly between 1 and 2 would serve in place of 3/2, with a suitable K: being above 1 it beats e^(−ρ), and being below 2 it is exceeded from some k on by k s_k/s_(k−1), which tends to 2. The true growth follows from (10). For the growing solution v is driven by u: with u′ ≈ u and v′ ≈ v, (10b) gives 2v ≈ −(κ − a/λ)u/ρ, so v/u is of order 1/ρ, the last term of (10a) is of order u/ρ², and

  u′/u = 1 − η/ρ + O(1/ρ²),  u ∝ e^ρ ρ^(−η) to leading order.   (18)

The program asserts the ratio bound for k up to 150 and the slope (18) at ρ = 20 to within 0.01, for the same three energies.

Conversely, suppose s_N = 0 for some N ≥ 0. By (14) g_(N+1) = f_(N+1) = 0, so s_(N+1) = 0, and so on. G and F are e^(−ρ)ρ^γ times polynomials of degree at most N, they are not identically zero because g_0 = 1, and both the norm and ⟨1/r⟩ are finite. An energy in the gap is thus an eigenvalue if and only if some s_k vanishes. Call the first such index n_r. The condition s_(n_r) = 0 says f = −νg for the highest coefficients, which is the ratio of the decaying solution found in part 5.

10. Termination with n_r ≥ 1

If n_r ≥ 1 then s_(n_r −1) ≠ 0, and (15) vanishes only through its factor:

  η = aE/λ = n_r + γ.   (19)

The right side is positive and a > 0, so E > 0. Writing p = n_r + γ and squaring, a²E² = p²(1 − E²), so E² = p²/(p² + a²). The positive root is E = p/√(p² + a²) = [1 + (a/p)²]^(−1/2), which is (2). Using (12), p² + a² = n_r² + 2n_r γ + κ², and

  E = (n_r + γ)/N,  λ = a/N,  N = √(n_r² + 2n_r γ + κ²).   (20)

The converse holds for both signs of κ. Fix any integer n_r ≥ 1 and the energy (19). Part 11 shows that s_0 = 0 is possible only at η = γ, so s_0 ≠ 0 here. For 1 ≤ k < n_r the factor γ + k − η = k − n_r is nonzero, so s_k ≠ 0, and at k = n_r it vanishes. The first zero is at n_r. Since s_(n_r −1) ≠ 0 and D_(n_r) ≠ 0, the pair (g, f) of order n_r is not zero, and f = −νg makes both nonzero. The polynomials in G and F have degree exactly n_r. Because (19) contains κ only through γ, the levels (n_r, κ) and (n_r, −κ) coincide.

11. Termination with n_r = 0

The recursion (15) starts at k = 1 and says nothing about s_0. Setting n_r = 0 in (19) is therefore not a derivation; the case has to be taken from (16). The condition s_0 = 0 reads

  ν = −(γ + κ)/a.   (21)

By definition ν > 0, and a > 0, so (21) needs γ + κ < 0. For κ > 0 this is impossible. For κ < 0 it holds, since γ < |κ|, and ν = (|κ| − γ)/a fixes one energy. With a² = (|κ| − γ)(|κ| + γ),

  ν² = (|κ| − γ)/(|κ| + γ).

Inverting ν² = (1−E)/(1+E) gives E = (1 − ν²)/(1 + ν²) = 2γ/(2|κ|), so

  E = γ/|κ|,  λ = √(κ² − γ²)/|κ| = a/|κ|,  η = aE/λ = γ.   (22)

This is (20) at n_r = 0, where N = |κ|, so (2) extends to n_r = 0 for κ < 0. It also supplies the fact used in part 10, that s_0 = 0 implies η = γ. The eigenfunction is G = ρ^γ e^(−ρ), F = −νG.

The content of (21) can be said without algebra. With polynomials of degree zero the ratio F/G is the same at all radii. At infinity it must be −ν, which is negative. At the origin it is (γ + κ)/a, which has the sign of κ. For κ > 0 the two components start with the same sign and must end with opposite signs, so one of them has to pass through zero, and that takes degree one at least.

Equation (10a) gives the same rule by another path. The state n_r = 0 is the one with u ≡ 0, and then (10a) demands (κ + a/λ)v = 0, so κ = −a/λ < 0. Equation (10b) integrates to v ∝ e^(−ρ)ρ^η, and λ = a/|κ| allows E = ±γ/|κ|, η = ±γ. The lower sign is the rejected solution ρ^(−γ).

It remains to see what the regular solution does for κ > 0 at the energy E = γ/κ that the formula would assign. There aν = κ − γ, and (16) gives

  s_0 = 1 + (γ + κ)/(κ − γ) = 2κ/(κ − γ) > 0.   (23)

In (15) the factor is γ + k − η = k, which cancels the k below, so s_k = 2s_(k−1)/(2γ + k) and

  s_k = s_0 2^k/(2γ+1)_k > 0 for all k.   (24)

No s_k vanishes, and by part 9 the solution is not normalisable. It can be written in closed form. At this energy a/λ = κ, so (10b) loses its coupling and v = t_0 e^(−ρ)ρ^γ with t_0 = g_0 − f_0/ν = 1 − (γ+κ)/(κ−γ) = −2γ/(κ−γ). Equation (10a) becomes u′ − (1 − γ/ρ)u = −2κv/ρ. The homogeneous solution is e^ρ ρ^(−γ); dividing by it, (u e^(−ρ)ρ^γ)′ = (4κγ/(κ−γ)) e^(−2ρ) ρ^(2γ−1), and regularity makes u e^(−ρ)ρ^γ vanish at the origin, so

  u = (4κγ/(κ−γ)) e^ρ ρ^(−γ) ∫₀^ρ e^(−2x) x^(2γ−1) dx.   (25)

At small ρ the integral is ρ^(2γ)/(2γ), which returns (23). The integrand is positive, the integral tends to a positive constant, and u grows as e^ρ ρ^(−γ) with corrections that are exponentially small relative to it.

Parts 9 to 11 together prove the statement of part 2, including that an attractive Coulomb field has no level with −1 < E ≤ 0 as long as a < |κ|.

The energy formula (2) is now proved for an attractive point charge with a < |κ|, together with the rule that n_r = 0 occurs only for κ < 0. What remains is how the rule depends on sign conventions and on the sign of the potential, a node count and numerical search that do not use the series, the shell structure and small-a limit, and the worked example of hydrogen-like silver.
